# The one-Gaussian floating-orbital model of the hydrogen molecule

## Problem

Two protons are held at a distance $R$. Both electrons of H$_2$, with opposite spins, occupy one normalized spherical Gaussian

$$\phi(\mathbf r)=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha|\mathbf r-\mathbf C|^2}.$$

The orbital is not tied to a nucleus. Its centre $\mathbf C$ is a variational parameter, as are $\alpha$ and $R$. Place $\mathbf C$ at the bond midpoint, find the bond length and energy that the model predicts, and check that the orbital is stable there. Atomic units are used: energies in hartree, lengths in bohr.

## A tempting solution

The energy function derived in this section is correct. The error comes afterwards, in the way it is minimized.

**Product theorem.** For Gaussians of exponents $a,b$ centred at $\mathbf A,\mathbf B$, let $\mathbf Q=(a\mathbf A+b\mathbf B)/(a+b)$. Completing the square gives

$$a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=(a+b)|\mathbf r-\mathbf Q|^2+aA^2+bB^2-\frac{|a\mathbf A+b\mathbf B|^2}{a+b}.$$

Over the common denominator $a+b$, the last three terms have the numerator $ab(A^2+B^2-2\mathbf A\cdot\mathbf B)$. Hence

$$e^{-a|\mathbf r-\mathbf A|^2}e^{-b|\mathbf r-\mathbf B|^2}=e^{-\frac{ab}{a+b}|\mathbf A-\mathbf B|^2}\,e^{-(a+b)|\mathbf r-\mathbf Q|^2}.$$

With equal centres the prefactor is 1, so $\phi^2=(p/\pi)^{3/2}e^{-p|\mathbf r-\mathbf C|^2}$ with $p=2\alpha$.

**Kinetic energy.** Measure $\mathbf r$ from $\mathbf C$. Then $\nabla\phi=-2\alpha\mathbf r\phi$, and $\langle r^2\rangle=3/(2p)=3/(4\alpha)$. Each electron contributes

$$\tfrac12\int|\nabla\phi|^2d^3r=2\alpha^2\langle r^2\rangle=\tfrac32\alpha.$$

**Attraction.** To use the theorem on $1/r$, write it as a sum of Gaussians:

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du.$$

For a proton at distance $d$ from $\mathbf C$, multiply $\phi^2$ by $e^{-u^2|\mathbf r-\mathbf A|^2}$. The theorem with exponents $p$ and $u^2$, followed by $\int e^{-(p+u^2)r^2}d^3r=[\pi/(p+u^2)]^{3/2}$, gives

$$\left\langle e^{-u^2|\mathbf r-\mathbf A|^2}\right\rangle=\left(\frac{p}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2d^2}{p+u^2}\right).$$

Substitute $t=u/\sqrt{p+u^2}$, for which $dt=p\,(p+u^2)^{-3/2}du$:

$$\left\langle\frac1{|\mathbf r-\mathbf A|}\right\rangle=\frac{2\sqrt p}{\sqrt\pi}\int_0^1e^{-pd^2t^2}dt=\frac{\operatorname{erf}(\sqrt p\,d)}{d}.$$

At the midpoint $d=R/2$, and the argument is $x=\sqrt{2\alpha}\,R/2=R\sqrt{\alpha/2}$. Two electrons and two protons make four terms, $-4\operatorname{erf}(x)/(R/2)=-8\operatorname{erf}(x)/R$.

**Electron repulsion.** Average $e^{-u^2r_{12}^2}$ over electron 1 first. The formula above applies with $d$ replaced by $r_2$. In the average over electron 2 the total exponent is

$$p+\frac{pu^2}{p+u^2}=\frac{p(p+2u^2)}{p+u^2},$$

so that

$$\left\langle e^{-u^2r_{12}^2}\right\rangle=\left(\frac p{p+u^2}\right)^{3/2}\left(\frac{p+u^2}{p+2u^2}\right)^{3/2}=\left(\frac p{p+2u^2}\right)^{3/2}.$$

Put $u=\sqrt{p/2}\,w$ and use $\int_0^\infty(1+w^2)^{-3/2}dw=\left[w/\sqrt{1+w^2}\right]_0^\infty=1$. Then

$$J=\frac2{\sqrt\pi}\sqrt{\frac p2}=2\sqrt{\frac\alpha\pi}.$$

The two electrons form one pair, so $J$ enters once. The total energy is

$$E(\alpha,R)=3\alpha+2\sqrt{\frac\alpha\pi}-\frac8R\operatorname{erf}\left(R\sqrt{\frac\alpha2}\right)+\frac1R.$$

**The tempting step.** The exponent describes an electron bound to hydrogen, so why not determine it in the atom and then adjust only the bond length? For one Gaussian centred on one proton, the limit $d\to0$ of $\operatorname{erf}(\sqrt p\,d)/d$ is $2\sqrt{p/\pi}$. With $s=\sqrt\alpha$,

$$E_{\rm H}=\tfrac32s^2-2\sqrt{\frac2\pi}\,s,\qquad 3s=2\sqrt{\frac2\pi},$$

which gives $\alpha_{\rm H}=8/(9\pi)=0.2829$ and $E_{\rm H}=-4/(3\pi)=-0.4244$ hartree.

Now hold $\alpha$ fixed and vary $R$. Since $dx/dR=x/R$,

$$\left(\frac{\partial E}{\partial R}\right)_\alpha=\frac{8\operatorname{erf}x}{R^2}-\frac8R\,\frac{2}{\sqrt\pi}e^{-x^2}\frac xR-\frac1{R^2}=\frac{8P(x)-1}{R^2},$$

$$P(x)=\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2}.$$

The bond length therefore requires $P(x)=1/8$. In the derivative of $P$ the terms $\pm(2/\sqrt\pi)e^{-x^2}$ cancel, leaving

$$P'(x)=\frac4{\sqrt\pi}x^2e^{-x^2}>0\quad(x>0).$$

As $P$ rises from 0 to 1, there is one root. For small $x$, $P\approx4x^3/(3\sqrt\pi)$, which suggests the start $x^3=3\sqrt\pi/32$, or $x=0.54977$. Newton's method, $x\to x-(P-\tfrac18)/P'$, then gives $0.59024$, $0.58837$, $0.58837$.

With $\sqrt{\alpha_{\rm H}}=0.5319$ this yields

$$R=\frac{\sqrt2\,(0.58837)}{0.5319}=1.564\text{ bohr}.$$

At the root $\operatorname{erf}x=0.59464$, so $8\operatorname{erf}x-1=3.7571$ and

$$E=0.849+0.600-\frac{3.7571}{1.564}=-0.953\text{ hartree}.$$

The net force on each proton vanishes, and the answer looks complete.

## Where it fails

Zero force on the protons is one of two conditions. The energy must also be stationary in $\alpha$, and the best exponent for one proton need not be the best for two protons and two electrons.

A uniform change of scale exposes the fault. Replace $\alpha$ by $\eta^2\alpha$ and $R$ by $R/\eta$. This leaves $x$ unchanged, multiplies the kinetic energy $T=3\alpha$ by $\eta^2$, and multiplies every potential term by $\eta$:

$$E(\eta)=\eta^2T+\eta V,\qquad \left.\frac{dE}{d\eta}\right|_{\eta=1}=2T+V.$$

At a true minimum this derivative is zero, which is the virial relation $V=-2T$. The tempting solution has $T=0.849$ and $V=-0.953-0.849=-1.802$, so $2T+V=-0.104$ hartree. The negative sign means that contracting the whole molecule, orbital and bond together, lowers the energy.

## The right solution

**Separating size from shape.** Use $s=\sqrt\alpha$, which sets the size, and $x=R\sqrt{\alpha/2}$, which sets the ratio of bond length to orbital width. Then $1/R=s/(\sqrt2\,x)$ and

$$E=3s^2-s\,g(x),\qquad g(x)=\frac{8\operatorname{erf}x-1}{\sqrt2\,x}-\frac2{\sqrt\pi}.$$

Completing the square,

$$E=3\left(s-\frac g6\right)^2-\frac{g^2}{12}.$$

If $g\le0$, then $E>0$ for every $s>0$. If $g>0$, the best size is $s=g/6$, with energy $-g^2/12$. The task is thus to find the largest positive $g$. Differentiation gives

$$g'(x)=\frac1{\sqrt2\,x^2}\left[\frac{16x}{\sqrt\pi}e^{-x^2}-8\operatorname{erf}x+1\right]=\frac{1-8P(x)}{\sqrt2\,x^2}.$$

This is positive below the root of $P=1/8$ and negative above it, so the root is the single maximum of $g$. The value $x=0.58837$ found earlier remains valid, because the force condition contains $\alpha$ and $R$ only through $x$. The tempting solution had the right shape and the wrong size.

**Numbers.** At the root, $8\operatorname{erf}x-1=(16x/\sqrt\pi)e^{-x^2}$. With $e^{-x^2}=0.70739$,

$$g=\frac{16}{\sqrt{2\pi}}(0.70739)-\frac2{\sqrt\pi}=4.5153-1.1284=3.3869.$$

The optimal parameters follow:

$$s=\frac{3.3869}6=0.56449,\qquad \alpha=s^2=0.3186\text{ bohr}^{-2},$$

$$R=\frac{\sqrt2\,(0.58837)}{0.56449}=1.474\text{ bohr}\quad(0.780\text{ Å}),$$

$$E=-\frac{(3.3869)^2}{12}=-0.956\text{ hartree}\quad(-26.0\text{ eV}).$$

The parts of the energy, in hartree, are

$$\underbrace{0.956}_{\text{kinetic}}\;\underbrace{-\,3.227}_{\text{attraction}}\;\underbrace{+\,0.637}_{\text{electrons}}\;\underbrace{+\,0.678}_{\text{protons}}=-0.956.$$

The potential energy sums to $-1.912$, which is $-2T$ to the digits shown. Compared with the atomic exponent, the orbital has contracted and the bond has shortened from 1.564 to 1.474 bohr. The energy gain is only about 0.003 hartree, because $E$ is quadratic in the error of $s$. An energy that looks reasonable is therefore weak evidence that the parameters are optimal.

**What $P=1/8$ means.** The fraction of the density inside the sphere of radius $R/2$ about the midpoint is, with $y=\sqrt p\,r$,

$$\int_0^{R/2}4\pi r^2\left(\frac p\pi\right)^{3/2}e^{-pr^2}dr=\frac4{\sqrt\pi}\int_0^xy^2e^{-y^2}dy=P(x).$$

The last equality holds because both sides vanish at $x=0$ and have the same derivative. By Gauss's law, a proton on this sphere is pulled inward by the enclosed charge with force $2P/(R/2)^2=8P/R^2$, and the other proton pushes it outward with $1/R^2$. They balance when one eighth of the density, a quarter of an electron, lies inside.

**Does the orbital stay at the midpoint?** Displace its centre by $c$ at fixed $\alpha$ and $R$. Only the attraction changes. Let $F(r)=\operatorname{erf}(\sqrt p\,r)/r$ and $d=R/2$. Direct differentiation gives

$$F'(r)=-\frac{P(\sqrt p\,r)}{r^2},\qquad F''(r)=\frac{2P(\sqrt p\,r)}{r^3}-\frac{4p^{3/2}}{\sqrt\pi}e^{-pr^2}.$$

For a displacement across the axis, both proton distances become $\sqrt{d^2+c^2}\approx d+c^2/(2d)$. The attraction $-4F$ then has curvature

$$k_\perp=-\frac{4F'(d)}d=\frac{4P}{d^3}=\frac{32P}{R^3}=\frac4{R^3}=1.249\text{ hartree/bohr}^2.$$

Along the axis the attraction is $-2[F(d+c)+F(d-c)]$. Using $\sqrt p\,d=x$,

$$k_\parallel=-4F''(d)=\frac{8}{d^3}\left[\frac{2x^3}{\sqrt\pi}e^{-x^2}-P\right]=\frac{64}{R^3}\left[0.1626-0.1250\right]=0.751\text{ hartree/bohr}^2.$$

The final value uses unrounded inputs. Both curvatures are positive.

Reflection symmetry makes $\partial E/\partial c$ vanish at $c=0$ for every $\alpha$ and $R$, so no second-order term couples the displacement to them. In the variables $s$ and $x$, the remaining second derivatives at the solution are $6$, $-g'=0$ and $-sg''>0$. The solution is therefore a local minimum in all parameters. Among midpoint orbitals it is the global minimum, by the argument on $g$. For a free centre this has not been proved here, but numerical searches from three off-centre starts all returned to the same point.

## What the model can and cannot say

Two hydrogen atoms, each described by one Gaussian, have energy $2(-0.4244)=-0.849$ hartree. Relative to them the molecule is bound by 0.107 hartree. This comparison treats atom and molecule with equally simple orbitals. Against two exact nonrelativistic atoms, at $-1$ hartree, the model molecule would not be bound at all.

The midpoint orbital also fails for a long bond. At $R=10$ bohr, with $\alpha$ reoptimized, its energy is $-0.356$ hartree, far above the $-0.849$ hartree of two separate one-Gaussian atoms. At this distance the midpoint is no longer the best centre. Put the orbital on one proton instead. The other proton lies outside practically all of the density, so it adds $-2/R+1/R=-1/R$, and

$$E\approx3s^2-s\left(4\sqrt{\frac2\pi}-\frac2{\sqrt\pi}\right)-\frac1R.$$

The bracket is $2.063$, so the best size gives $-(2.063)^2/12-0.100=-0.455$ hartree. Letting the centre move along the axis shifts it about 0.12 bohr toward the other proton and lowers the energy only to $-0.456$ hartree. This ionic arrangement, H$^-$ beside H$^+$, lies below the midpoint value but still far above two neutral atoms. One doubly occupied Gaussian cannot place one electron on each distant proton, so the model gives no usable dissociation curve.

Near equilibrium it can be compared with calculations in the larger, but still finite, cc-pVTZ basis. Restricted Hartree–Fock gives 1.388 bohr and $-1.133$ hartree; full configuration interaction gives 1.403 bohr and $-1.172$ hartree. The model energy lies 0.177 hartree above the Hartree–Fock value, whereas correlation lowers the energy by 0.039 hartree in that basis. Most of the model's energy error relative to the configuration-interaction result thus comes from restricting the orbital to a single spherical Gaussian. The model bond length exceeds the configuration-interaction value of 1.403 bohr by about 0.07 bohr, which is 5% of that value. The reference values are not fully converged in the basis. In cc-pVQZ both bond lengths shorten by about 0.001 bohr, to 1.387 and 1.402 bohr, the configuration-interaction energy falls to $-1.174$ hartree, and the two energy differences become 0.178 and 0.040 hartree. These shifts do not change the comparison.

The numerical check compares the integrals with quadrature and repeats the minimization without using the closed energy formula.

## Calculated quantities

```
Newton iterate 0, x (dimensionless): 0.54977131
Newton iterate 1, x (dimensionless): 0.59023738
Newton iterate 2, x (dimensionless): 0.58837352
Newton iterate 3, x (dimensionless): 0.58836967
Newton iterate 4, x (dimensionless): 0.58836967
erf(x) at root (dimensionless): 0.594636
exp(-x^2) at root (dimensionless): 0.707386
maximum of g (hartree^0.5): 3.386919
s = sqrt(alpha) (bohr^-1): 0.564487
optimal exponent alpha (bohr^-2): 0.318645
optimal bond length (bohr): 1.47405
optimal bond length (angstrom): 0.7800
model energy (hartree): -0.955935
model energy (eV): -26.012
kinetic energy, both electrons (hartree): 0.955935
electron-proton attraction (hartree): -3.227229
electron-electron repulsion (hartree): 0.636955
proton-proton repulsion (hartree): 0.678404
total potential energy (hartree): -1.911871
virial ratio -V/T (dimensionless): 2.00000000
density fraction within R/2 (dimensionless): 0.125000
curvature across axis (hartree/bohr^2): 1.24889
curvature along axis (hartree/bohr^2): 0.75090
curvature across, finite difference (hartree/bohr^2): 1.24887
curvature along, finite difference (hartree/bohr^2): 0.75090
off-centre starts reaching this minimum (count): 3
one-Gaussian H atom exponent (bohr^-2): 0.282942
one-Gaussian H atom energy (hartree): -0.424413
two one-Gaussian H atoms (hartree): -0.848826
binding energy within model (hartree): 0.107109
stretched bond length (bohr): 10.0
midpoint model energy, stretched (hartree): -0.356378
RHF/cc-pVTZ bond length (bohr): 1.388
RHF/cc-pVTZ energy (hartree): -1.13299
FCI/cc-pVTZ bond length (bohr): 1.403
FCI/cc-pVTZ energy (hartree): -1.17234
model minus RHF/cc-pVTZ energy (hartree): 0.17705
RHF minus FCI energy, cc-pVTZ (hartree): 0.03935
```
